# Spin polarization and ferromagnetism of jellium in the Hartree-Fock approximation: test program

```python
"""Jellium in the Hartree-Fock approximation, restricted to two filled Fermi
spheres with a common spin axis (Hartree atomic units).
Result under test: energy per electron
    e(rs, zeta) = A t(zeta)/rs^2 - B x(zeta)/rs,
    t = [(1+zeta)^(5/3) + (1-zeta)^(5/3)]/2,
    x = [(1+zeta)^(4/3) + (1-zeta)^(4/3)]/2,
    A = 3 alpha^2/10, B = 3 alpha/(4 pi), alpha = (9 pi/4)^(1/3).
The lowest state jumps from zeta = 0 to zeta = 1 at
    rs = (2 pi alpha/5)(1 + 2^(1/3)),
before the paramagnetic susceptibility diverges at rs = pi alpha.
rs: radius of the sphere holding one electron; zeta: spin polarization.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

pi = np.pi
alpha = (9 * pi / 4) ** (1 / 3)
A = 0.3 * alpha**2
B = 3 * alpha / (4 * pi)


def t_factor(z):
    return ((1 + z) ** (5 / 3) + (1 - z) ** (5 / 3)) / 2


def x_factor(z):
    return ((1 + z) ** (4 / 3) + (1 - z) ** (4 / 3)) / 2


def energy(rs, z):
    return A * t_factor(z) / rs**2 - B * x_factor(z) / rs


rs_bloch = 2 * pi * alpha / 5 * (1 + 2 ** (1 / 3))
rs_chi = pi * alpha
rs_ferro = 2 ** (1 / 3) * pi * alpha / 2


# ---- Quantities computed from their definitions by quadrature ----
def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi_radii(rs, z):
    n = density(rs)
    return [(6 * pi**2 * n * (1 + s * z) / 2) ** (1 / 3) for s in (1, -1)]


def shell_integral(k):
    """Integral of 1/|k-k'|^2 over all k' inside the sphere of radius k."""
    def integrand(p):
        return 2 * pi * p / k * np.log((k + p) / (k - p))
    return quad(integrand, 0, k, epsabs=1e-13, epsrel=1e-10, limit=200)[0]


def kinetic_numeric(rs, z):
    total = 0.0
    for radius in fermi_radii(rs, z):
        total += quad(lambda k: k**2 / 2 * 4 * pi * k**2 / (2 * pi) ** 3,
                      0, radius)[0]
    return total / density(rs)


def exchange_numeric(rs, z):
    total = 0.0
    for radius in fermi_radii(rs, z):
        if radius > 0:
            # pairs with k' < k, counted twice
            pairs = 2 * quad(lambda k: 4 * pi * k**2 * shell_integral(k),
                             0, radius, epsabs=1e-13, epsrel=1e-10)[0]
            total -= 0.5 * 4 * pi / (2 * pi) ** 6 * pairs
    return total / density(rs)


def fermi_level_numeric(k):
    return k**2 / 2 - 4 * pi / (2 * pi) ** 3 * shell_integral(k)


def field_numeric(rs, z):
    """Field b that holds the polarization z in equilibrium."""
    up, down = fermi_radii(rs, z)
    return (fermi_level_numeric(up) - fermi_level_numeric(down)) / 2


# Energy formula against quadrature, at several densities and polarizations
for rs in (1.0, 2.7, 5.5):
    for z in (0.0, 0.35, 0.8, 1.0):
        assert abs(kinetic_numeric(rs, z) * rs**2 - A * t_factor(z)) < 1e-8
        assert abs(exchange_numeric(rs, z) * rs + B * x_factor(z)) < 1e-7

# Explicit plane-wave sum in a cubic box, fully polarized, box length 1
R, M = 16, 72
m = np.fft.fftfreq(M, 1 / M)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
occupied = (m2 <= R**2 + 0.5).astype(float)
n_box = int(occupied.sum())
pair_count = np.fft.ifftn(np.abs(np.fft.fftn(occupied))**2).real
inverse_m2 = np.where(m2 > 0, 1 / np.where(m2 > 0, m2, 1), 0)
box_raw = -(pair_count * inverse_m2).sum() / (2 * pi * n_box)
# Omitted k = k' cell: integral minus lattice sum of 1/m^2, Gaussian cutoff
a = 0.05
cell = 2 * pi**1.5 / a**0.5 + a - (np.exp(-a * m2) * inverse_m2).sum()
box_corrected = box_raw - cell / (2 * pi)
box_formula = -3 / (4 * pi) * (6 * pi**2 * n_box) ** (1 / 3)
assert abs(box_corrected / box_formula - 1) < 3e-3  # finite-box remainder
assert abs(box_raw / box_formula - 1) > 0.03        # cell term matters here

# Global minimum over polarization, from the quadrature energies
z_grid = np.linspace(0, 1, 51)
T1 = np.array([kinetic_numeric(1.0, z) for z in z_grid])
X1 = np.array([exchange_numeric(1.0, z) for z in z_grid])
for rs in np.arange(1.0, 12.0, 0.01):
    best = z_grid[np.argmin(T1 / rs**2 + X1 / rs)]
    assert best == (0.0 if rs < rs_bloch else 1.0)
rs_cross = brentq(lambda r: (T1[-1] - T1[0]) / r**2 + (X1[-1] - X1[0]) / r,
                  2, 12)
assert abs(rs_cross - rs_bloch) < 1e-5

# Concavity of kinetic against exchange factor, and its slope formula
slopes = np.diff(T1 / A) / np.diff(-X1 / B)
assert np.all(np.diff(slopes) < 0)
z_mid = (z_grid[1:] + z_grid[:-1]) / 2
slope_formula = 1.25 * ((1 + z_mid) ** (1 / 3) + (1 - z_mid) ** (1 / 3))
assert np.max(np.abs(slopes - slope_formula)[:45]) < 1e-3  # chord error


# Jump of the slope of the lowest energy at the transition
def lowest(r):
    return np.min(T1 / r**2 + X1 / r)


h = 1e-4
slope_right = (lowest(rs_bloch + 2 * h) - lowest(rs_bloch + h)) / h
slope_left = (lowest(rs_bloch - h) - lowest(rs_bloch - 2 * h)) / h
slope_jump = -A * (2 ** (2 / 3) - 1) / rs_bloch**3
assert abs(slope_right - slope_left - slope_jump) < 5e-6

# Susceptibility from the Fermi levels in a weak field
z_small = 1e-3
for rs in (2.0, 4.0, rs_bloch):
    up, down = fermi_radii(rs, z_small)
    ratio = field_numeric(rs, z_small) / ((up**2 - down**2) / 4)
    assert abs(ratio - (1 - rs / rs_chi)) < 1e-5
rs_chi_numeric = brentq(lambda r: field_numeric(r, z_small), 4, 8)
assert abs(rs_chi_numeric - rs_chi) < 1e-4

# Local stability limit of the saturated state (empty band starts at zero)
rs_ferro_numeric = brentq(
    lambda r: fermi_level_numeric(fermi_radii(r, 1.0)[0]), 2, 6)
assert abs(rs_ferro_numeric - rs_ferro) < 1e-6

# Barrier between the two states at the transition
z_barrier = brentq(lambda z: 1.25 * ((1 + z) ** (1 / 3) + (1 - z) ** (1 / 3))
                   - rs_bloch * B / A, 0.1, 0.999)
z_barrier_numeric = brentq(lambda z: field_numeric(rs_bloch, z), 0.3, 0.99)
assert abs(z_barrier - z_barrier_numeric) < 1e-5
barrier = energy(rs_bloch, z_barrier) - energy(rs_bloch, 0.0)
barrier_numeric = (kinetic_numeric(rs_bloch, z_barrier)
                   + exchange_numeric(rs_bloch, z_barrier)
                   - kinetic_numeric(rs_bloch, 0.0)
                   - exchange_numeric(rs_bloch, 0.0))
assert barrier > 0 and abs(barrier - barrier_numeric) < 1e-8

# ---- Numbers for the worked example ----
bohr_cm = physical_constants["Bohr radius"][0] * 100
n_star = density(rs_bloch)
print(f"alpha = {alpha:.5f}")
print(f"A = {A:.5f} hartree bohr^2")
print(f"B = {B:.5f} hartree bohr")
print(f"A/B = {A / B:.5f} bohr")
print(f"t(1) = {t_factor(1.0):.5f}, x(1) = {x_factor(1.0):.5f}")
print(f"Bloch transition, formula: rs = {rs_bloch:.4f} bohr")
print(f"Bloch transition, quadrature: rs = {rs_cross:.4f} bohr")
print(f"susceptibility divergence, formula: rs = {rs_chi:.4f} bohr")
print(f"susceptibility divergence, levels: rs = {rs_chi_numeric:.4f} bohr")
print(f"saturated state locally stable above rs = {rs_ferro:.4f} bohr")
print(f"same limit from levels: rs = {rs_ferro_numeric:.4f} bohr")
print(f"density at transition = {n_star:.4e} bohr^-3")
print(f"density at transition = {n_star / bohr_cm**3:.3e} cm^-3")
print("energy per electron in hartree at zeta = 0, 0.5, 1:")
for rs in (3.0, 5.0, 5.7, 6.5):
    row = ", ".join(f"{energy(rs, z):.6f}" for z in (0.0, 0.5, 1.0))
    print(f"  rs = {rs:.1f} bohr: {row}")
print("at the transition:")
print(f"  kinetic, zeta=0: {A / rs_bloch**2:.6f} hartree")
print(f"  exchange, zeta=0: {-B / rs_bloch:.6f} hartree")
print(f"  kinetic, zeta=1: {A * t_factor(1.0) / rs_bloch**2:.6f} hartree")
print(f"  exchange, zeta=1: {-B * x_factor(1.0) / rs_bloch:.6f} hartree")
print(f"  total, zeta=0: {energy(rs_bloch, 0.0):.6f} hartree")
print(f"  total, zeta=1: {energy(rs_bloch, 1.0):.6f} hartree")
print(f"  barrier position: zeta = {z_barrier:.4f}")
print(f"  barrier height: {barrier * 1e3:.4f} millihartree per electron")
print(f"  jump of de/drs: {slope_jump:.6f} hartree/bohr")
print(f"  chi_P/chi = {1 - rs_bloch / rs_chi:.5f}")
print(f"  chi/chi_P = {1 / (1 - rs_bloch / rs_chi):.3f}")
print(f"box test: {n_box} electrons of one spin, box length L")
print(f"  exchange sum per electron: {box_raw:.3f} hartree bohr / L")
print(f"  with k=k' cell: {box_corrected:.3f} hartree bohr / L")
print(f"  continuum formula: {box_formula:.3f} hartree bohr / L")
print("OK")
```

Output:

```
alpha = 1.91916
A = 1.10495 hartree bohr^2
B = 0.45817 hartree bohr
A/B = 2.41169 bohr
t(1) = 1.58740, x(1) = 1.25992
Bloch transition, formula: rs = 5.4502 bohr
Bloch transition, quadrature: rs = 5.4502 bohr
susceptibility divergence, formula: rs = 6.0292 bohr
susceptibility divergence, levels: rs = 6.0292 bohr
saturated state locally stable above rs = 3.7982 bohr
same limit from levels: rs = 3.7982 bohr
density at transition = 1.4746e-03 bohr^-3
density at transition = 9.951e+21 cm^-3
energy per electron in hartree at zeta = 0, 0.5, 1:
  rs = 3.0 bohr: -0.029949, -0.021428, 0.002471
  rs = 5.0 bohr: -0.047435, -0.046455, -0.045290
  rs = 5.7 bohr: -0.046371, -0.046179, -0.047286
  rs = 6.5 bohr: -0.044334, -0.044681, -0.047293
at the transition:
  kinetic, zeta=0: 0.037198 hartree
  exchange, zeta=0: -0.084064 hartree
  kinetic, zeta=1: 0.059048 hartree
  exchange, zeta=1: -0.105914 hartree
  total, zeta=0: -0.046866 hartree
  total, zeta=1: -0.046866 hartree
  barrier position: zeta = 0.7909
  barrier height: 0.7282 millihartree per electron
  jump of de/drs: -0.004009 hartree/bohr
  chi_P/chi = 0.09603
  chi/chi_P = 10.413
box test: 17077 electrons of one spin, box length L
  exchange sum per electron: -22.567 hartree bohr / L
  with k=k' cell: -23.986 hartree bohr / L
  continuum formula: -23.963 hartree bohr / L
OK
```
